# Why molten silver spits oxygen as it freezes

Suppose that solid silver could dissolve no oxygen at all. A crucible of molten silver has stood in air until it holds as much oxygen as it can, and now it begins to freeze. Every oxygen atom must stay in the part that is still liquid. When half the metal is solid, the oxygen content of the remaining liquid has doubled.

Oxygen dissolves in silver as single atoms but leaves as molecules of two. For this reason, shown below, the gas pressure that would balance the dissolved oxygen grows as the square of its concentration. It began at 0.21 atm, the oxygen pressure in air. At half frozen it is $4\times0.21=0.84$ atm. When about 54% is frozen, it reaches 1 atm, and a bubble of oxygen can push back the atmosphere and grow.

This is the core of the explanation. Real solid silver dissolves a little oxygen, which changes these numbers slightly. In the picture used here, bubbling turns into violent spitting when a frozen skin holds the pressure back and then breaks.

## Why the pressure goes as the square

Let $x$ be the number of dissolved oxygen atoms per silver atom, with $x\ll1$, and let $p$ be the oxygen pressure in atm. For an ideal gas the chemical potential of a molecule is

$$\mu_{\rm O_2}=\mu^\circ(T)+k_BT\ln p .$$

For the dissolved atoms, picture $n$ atoms spread over $M$ equivalent sites, one per silver atom. They can be arranged in $M!/[n!(M-n)!]$ ways. Adding one atom multiplies this number by nearly $(M-n)/n$, which contributes $k_BT\ln[n/(M-n)]\approx k_BT\ln x$ to the free energy. Thus

$$\mu_{\rm O}=g'+k_BT\ln x ,$$

where $g'$ collects everything that does not depend on concentration. Since one molecule supplies two atoms, equilibrium requires $\mu_{\rm O_2}=2\mu_{\rm O}$. Solving for $x$ gives Sieverts' law,

$$x=K\sqrt p,\qquad K=e^{-g/k_BT},\qquad g=g'-\tfrac12\mu^\circ .$$

The square root comes from the splitting of the molecule. Read backwards, the law says that a melt with oxygen content $x$ has the equilibrium pressure $p_{\rm eq}=(x/K)^2$. This is not yet a mechanical pressure. It is the pressure that oxygen would build up inside a bubble, if there were one.

An explicit count supports the exponent. With 2000 and then 12 000 oxygen atoms shared between molecules and 100 000 sites, the dissolved number rises as the 0.493 power of the number of molecules. The small shortfall from 0.5 is due to the filling of sites. If a fraction $\theta$ is filled, keeping $n/(M-n)$ in place of $x$ gives the power $\tfrac12(1-\theta)$, so 0.493 corresponds to $\theta\approx1.4\%$.

## The drop in solubility

The liquid and the solid have different constants, $K_l$ and $K_s$. Where they touch in equilibrium, oxygen has the same chemical potential in both, so their contents stand in the ratio

$$k=\frac{x_s}{x_l}=\frac{K_s}{K_l}=e^{-(g_s-g_l)/k_BT}.$$

The example uses rough, rounded values in the regime of silver: $K_l=0.020$ and $K_s=0.0005$ at the melting point, 1235 K. Then $k=0.025$. The solid takes one fortieth of what the liquid takes. At equal oxygen content, an oxygen atom costs 0.393 eV more free energy in the solid. Qualitatively, a liquid can rearrange its atoms around an oxygen atom, while a crystal must fit it into a nearly fixed gap. The model does not derive the cost from this picture; it takes the two solubilities as inputs.

Cooling of the liquid before it freezes does not drive the gas out. Write $g=h-Ts$, where $h$ is the heat of solution per atom. Since $d(g/T)/dT=-h/T^2$,

$$\frac{d\ln K}{dT}=\frac{h}{k_BT^2}.$$

Oxygen dissolves in liquid silver with release of heat; the example takes $h=-0.15$ eV. A negative $h$ makes $K_l$ rise on cooling. At 1300 K it is 0.932 of its value at 1235 K, so the liquid can hold more oxygen just before freezing than when it was hotter. The gas is expelled by the change of phase.

## How freezing enriches the liquid

Saturation in air gives the starting content

$$x_0=K_l\sqrt{p_{\rm air}}=0.020\sqrt{0.21}=0.00917 .$$

Nitrogen is taken as insoluble in silver. It therefore presses on the melt from outside but does not help to fill a bubble. A bubble of pure oxygen must reach the full outside pressure $P=1$ atm, although the oxygen in air supplied only 0.21 atm. This is why the saturated melt is quiet before it freezes.

Let $f$ be the fraction of the metal that has frozen. Assume that the liquid is well mixed, that no oxygen escapes yet, and that oxygen in the solid stays where it was trapped. The liquid holds $(1-f)x$ oxygen atoms per silver atom of the whole charge. Freezing a further fraction $df$ removes $kx\,df$ of them:

$$d[(1-f)x]=-kx\,df .$$

Expanding the left side gives $(1-f)\,dx-x\,df=-kx\,df$, or

$$\frac{dx}{x}=(1-k)\frac{df}{1-f}.$$

Integration from $x_0$ at $f=0$ yields

$$x=x_0(1-f)^{-(1-k)} .$$

Bubbles become possible when $p_{\rm eq}=p_{\rm air}(x/x_0)^2$ equals $P$. The required enrichment is $s=\sqrt{P/p_{\rm air}}=2.18$. Setting $x/x_0=s$ and solving for $f$,

$$f_b=1-s^{-1/(1-k)}=1-2.18^{-1/0.975}=0.551 .$$

For $k=0$ this returns the opening result, $1-1/s=0.54$.

The enrichment also lowers the freezing point. At fixed temperature, the Gibbs–Duhem relation gives $d\mu_{\rm Ag}=-x\,d\mu_{\rm O}=-k_BT\,dx$, so dissolved oxygen lowers the chemical potential of silver by $k_BTx$ in the liquid and by $k_BTkx$ in the solid. Without oxygen, the liquid lies above the solid by $L(1-T/T_m)$ near the melting point $T_m$, where $L=0.12$ eV is the latent heat per atom. Equality of the two potentials requires $L(1-T/T_m)=k_BT(1-k)x$, hence

$$\Delta T\approx\frac{k_BT_m^2(1-k)x}{L}.$$

This is 9.8 K for the air-saturated melt and 21.4 K when $p_{\rm eq}$ reaches 1 atm. Over the latter interval $K_l$ changes by 2.5% and $k$ by −10%, relative to their values at 1235 K. The model holds both fixed; letting them vary with the freezing point would move the onset of bubbling only from 0.551 to about 0.56.

## How large must the drop be?

Now take the opposite limit for the solid: oxygen moves through it so fast that all of it stays in equilibrium with the liquid. The balance is then

$$x_0=(1-f)x+fkx,\qquad\text{so}\qquad x=\frac{x_0}{1-(1-k)f}.$$

Setting $x=sx_0$ gives

$$f_b=\frac{1-1/s}{1-k}=0.556 ,$$

almost the same as before. For the small $k$ of silver, it hardly matters what happens in the solid.

This limit shows why the drop must be sharp. Gas is released before the metal is fully solid only if $f_b<1$, which requires

$$k<\frac1s=\sqrt{\frac{p_{\rm air}}{P}}=0.458 .$$

If the solid dissolved half as much as the liquid, it could hold all the oxygen taken up from air without reaching 1 atm. Silver's factor of 40 is far beyond the required factor of 2.18.

When oxygen does not move in the solid, the last traces of liquid become strongly enriched for any $k<1$, so there is no such threshold. The amount of gas still collapses as $k$ approaches 1. To see this, let bubbles hold the liquid at $x_b=sx_0=K_l\sqrt P$ once they have appeared. Each fraction $df$ that freezes gives up $x_b\,df$ atoms and keeps $kx_b\,df$. Two atoms make a molecule, so the released gas, in molecules per silver atom, is

$$N=\tfrac12(1-k)x_b(1-f_b)=\tfrac12(1-k)x_0\,s^{-k/(1-k)} .$$

The second form follows from $1-f_b=s^{-1/(1-k)}$. At $k=0.9$ it gives about $4.5\times10^{-5}x_0$, practically nothing. At $k=0.025$ it gives

$$N=\tfrac12(0.975)(0.020)(0.449)=0.00438 ,$$

which carries about 96% of the dissolved oxygen. Freezing the metal numerically in 200 000 small steps reproduced $f_b$ to within $10^{-4}$ and $N$ to within 0.1% of the formula. The same calculation with $k=1$ released no gas.

## How much gas that is

One mole of liquid silver occupies $V_m=11.6$ cm³. The volume of released gas relative to that of the liquid metal, at 1235 K and 1 atm, is

$$\frac{V_{\rm gas}}{V_{\rm metal}}=\frac{NRT}{PV_m}=\frac{0.00438\times8.314\times1235}{101325\times11.6\times10^{-6}}\approx38 .$$

A melt 10 mm deep and 10 mm in radius contains 3.14 cm³ of metal and gives off about 120 cm³ of hot oxygen. Silver shrinks on freezing, by 5% in the example, but the cavity this leaves is hundreds of times too small for the gas.

Could a strong solid shell keep the oxygen inside? Let $B$ be the number of oxygen molecules per silver atom that fit in the cavity at 1 atm. From the ideal gas law, $B=0.05\,V_m(1\ {\rm atm})/(RT)=5.7\times10^{-6}$. With everything solid and in equilibrium with the gas, the oxygen balance is

$$x_0=K_s\sqrt p+2Bp .$$

This is a quadratic equation for $\sqrt p$, with the positive root

$$\sqrt p=\frac{-K_s+\sqrt{K_s^2+8Bx_0}}{4B}.$$

It gives $p\approx190$ atm. Silver oxide, departures from the ideal gas law and the large lowering of the freezing point at such pressures are left out, so this figure indicates a scale only. It also depends on temperature: the solid holds less oxygen as it cools, and the same balance at 900 K gives about 460 atm. Neither state is really all solid. By the freezing-point balance above, extrapolated well beyond its dilute range, oxygen-rich liquid survives at 900 K above roughly 150 to 250 atm, and at 1235 K under any oxygen pressure. A sealed shell would therefore keep some liquid, which holds the pressure below these figures.

## From bubbling to spitting

In an open melt, gas could leave as it forms, and the surface would seethe, throwing up small drops where bubbles burst. But the exposed surface also loses heat, and a skin can freeze over it. Bright silver radiates weakly, so a skin 1 mm thick would need several minutes to grow by radiation alone, and about a minute when heat loss to the air is added. This is longer than the 10 s of freezing used as an example further on. Consider a flat skin of radius $R=10$ mm and thickness $d=1$ mm, held at its rim. An overpressure $\Delta p$ pushes it up with the force $\pi R^2\Delta p$. If the hot metal can bear a shear stress $\tau$, the rim resists with at most $2\pi Rd\,\tau$. The skin therefore fails at or below

$$\Delta p=\frac{2d\tau}{R}.$$

With an assumed $\tau=1$ MPa, this is 0.2 MPa, or 1.97 atm. Bending weakens the skin sooner: a flat plate of these proportions, clamped at its rim, begins to yield as a whole near 0.06 MPa, although a ductile skin can bulge and carry more. The figures below use the shear limit, the most that this skin could bear as a flat plate held at its rim. To contain the 190 atm of the rigid shell, the rim would have to bear about 97 MPa, roughly a hundred times the assumed strength.

While the skin holds, bubbles have almost no room to expand. The gas that fits in the shrinkage cavity before failure is at most about 0.3% of all the gas finally released. If the skin also bulged upward into a dome 1 mm high, the added room would raise this to about 0.7%. The liquid thus continues to enrich almost as if no bubbles were present, and its pressure follows $p_{\rm eq}$. The total pressure at failure is $P_b=2.97$ atm, reached at the frozen fraction

$$f=1-\left(\frac{2.97}{0.21}\right)^{-1/[2(1-k)]}=0.743 .$$

When the skin breaks, the pressure falls to $P=1$ atm. The remaining liquid holds $K_l\sqrt{P_b}$ but can now keep only $K_l\sqrt P$. It sheds the difference:

$$N_{\rm burst}=\tfrac12(1-f)K_l\left(\sqrt{P_b}-\sqrt P\right)=\tfrac12(0.257)(0.020)(0.723)=0.00186 .$$

This is 43% of all the gas released in this sequence, and it fills about 16 times the volume of the metal. If the skin gave way in bending at 0.06 MPa, the share would be about 20%. Both figures assume that the liquid is well mixed. They leave out a further release: losing oxygen raises the freezing point of the liquid, by about 15 K in the first case, so more metal freezes and gives up its oxygen. Warming all the metal by 15 K takes up the latent heat of about 4% of it, which would raise the share from 43% to a little over 50%. The formula counts the gas but does not give the speed of its release, which depends on how readily bubbles form. A bottle of sparkling drink behaves in the same way when opened: the liquid froths because the pressure on it has suddenly dropped.

The overpressure also drives liquid through the crack. If it pushes a plug of length $\ell$ and cross-section $A$ through its own length without friction, the work $\Delta p\,A\ell$ becomes the kinetic energy $\tfrac12\rho A\ell v^2$. Thus

$$v=\sqrt{\frac{2\Delta p}{\rho}}=\sqrt{\frac{2\times2.0\times10^5}{9300}}\approx6.6\ {\rm m/s},$$

enough to rise about 2.2 m without air drag. This is a ceiling for liquid driven out in this way by this pressure; droplets swept along by fast gas are not covered. Friction and falling pressure reduce it.

## What stirring and speed change

The assumption of a well-mixed liquid matters greatly for the start of bubbling. Without stirring, rejected oxygen piles up at the freezing front. Let the front advance at speed $v_f$, let $z$ be the distance into the liquid, and let $D$ be the diffusivity of oxygen there. Seen from the front, the liquid streams towards it, so the oxygen flux in the direction of increasing $z$ is $-D\,dx/dz-v_fx$. In a steady state this equals its distant value $-v_fx_0$ everywhere:

$$D\frac{dx}{dz}=-v_f(x-x_0).$$

The excess therefore decays as $e^{-v_fz/D}$. At the front, the solid carries away $v_fkx(0)$, which must equal the supply $v_fx_0$. Hence $x(0)=x_0/k$ and

$$x=x_0\left[1+\frac{1-k}{k}e^{-v_fz/D}\right].$$

For 10 mm frozen in 10 s, $v_f=1$ mm/s. This is fast: about 1 MW of latent heat must be removed per square metre of front, several times what even a black surface radiates at 1235 K, so it requires a strong chill. With $D=10^{-8}$ m²/s, the layer is only 10 µm thick. Its limiting equilibrium pressure would be $p_{\rm air}/k^2=336$ atm, so bubbles would intervene long before. A numerical solution of the same diffusion problem, started from a uniform liquid, reaches 1 atm after only about 6 µm of freezing.

Stirring helps only if it reaches the front. If it leaves an unstirred film of thickness $\delta$, the same balance gives a steady enrichment at the front, relative to the stirred liquid, of

$$\frac{x(0)}{x_{\rm bulk}}=\frac{1}{k+(1-k)e^{-v_f\delta/D}} .$$

At 1 mm/s, a film only a little over 8 µm thick is enough to bring the front to 1 atm near the start. The onset near 55% therefore belongs to much slower freezing than in this example. These estimates also assume a flat front. At 1 mm/s a real one would branch into dendrites, with enriched liquid between them. Slow freezing alone does not prevent this: in a still melt at steady state, a flat front needs a temperature gradient of about 40 K/mm even at 1 µm/s.

With a flat front, bubbling may thus begin almost at once when freezing is fast. An onset near 55% frozen requires slow freezing, a well-stirred melt and a surface that lets no oxygen escape but still passes on the pressure of the atmosphere. Under a stiff skin, shrinkage can relieve the liquid of that pressure, and a little gas may fill the cavity earlier. Surface tension delays it. A gas pocket of radius $r=20$ µm needs an extra pressure $2\gamma/r=0.89$ atm for $\gamma=0.9$ N/m, which moves the stirred onset to 68%. This is the value for clean silver; dissolved oxygen lowers it, and $\gamma=0.6$ N/m would give 0.59 atm and an onset near 65%. The weight of the melt adds only 0.009 atm at the bottom.

The total amount of gas is much less sensitive. It cannot exceed $x_0/2=0.0046$ molecules per silver atom. If the finished solid is left in equilibrium with oxygen at 1 atm, the release is $(x_0-K_s)/2=0.0043$.

Freezing must also outrun quiet escape. In a still, open melt of depth $H$, with a closed bottom and a surface kept in equilibrium with air, the slowest excess has the form $\cos(\pi y/2H)$, where $y$ is the height above the bottom. Inserting it in the diffusion equation gives the decay time

$$t=\frac{4H^2}{\pi^2D}\approx4000\ {\rm s},$$

far longer than the 10 s of freezing. Stirring shortens this time, so a slowly frozen, stirred and open melt can lose its oxygen quietly. A skin closes this route. Steady diffusion through it, with $D_s=3\times10^{-9}$ m²/s in the solid, would remove only about 0.02% of the initial oxygen in 10 s.

## Comparison with real silver

The melting point and density are close to those of silver. The solubilities, heats of solution and diffusivities are rough values of the right size, while the geometry, freezing time and skin strength are chosen. A real casting breaks the assumption of one well-mixed liquid under one flat, even skin. With a flat front, imperfect mixing can move the onset from 55% frozen to the first micrometres; dendrites spread the rejected oxygen between their branches and can delay it. Imperfect mixing also shrinks the burst, because only a thin layer of liquid may be supersaturated when the skin breaks. For a still melt with a flat front advancing at 1 mm/s, the gas shed at once is less than 0.1% of the total if the skin breaks as soon as the front reaches 2.97 atm, after about 20 µm of freezing. Even a fully developed layer would hold only about 3.5%. Slower freezing gives a thicker enriched layer and a larger share. A weaker skin lowers the burst: as its strength goes to zero, the share of gas shed at once falls from 43% to zero, though the total release hardly changes.

The same balance shows how to avoid the gas during freezing. If the solid stays in equilibrium with the liquid, it can hold all the oxygen at 1 atm and the melting point when $x_0\le K_s$. The melt must then have been equilibrated with oxygen at no more than $k^2\times1$ atm, about $6\times10^{-4}$ atm. This condition does not cover later cooling: the heat of solution in the solid is positive, 0.50 eV in the example, so its solubility falls as it cools and it can become supersaturated. If oxygen is immobile in the solid, the last liquid may still form bubbles, but the total gas cannot exceed $x_0/2$, which is then at most about one eighteenth of its value for a melt saturated in air. The numerical output below lists the main values used here.

## Table of computed values

```
Melting point of pure metal: 1235 K
Latent heat: 0.12 eV/atom
Liquid solubility at 1 atm O2: 0.02 O/Ag
Solid solubility at 1 atm O2: 0.0005 O/Ag
Solid/liquid solubility ratio k: 0.025
Free-energy cost, solid minus liquid: 0.393 eV/O
Heat of solution, liquid: -0.15 eV/O
Heat of solution, solid: 0.5 eV/O
O2 pressure in air: 0.21 atm
Counted power of pressure: 0.493
Dissolved oxygen at start: 0.00917 O/Ag
Liquid solubility at 1300 K / at melting point: 0.932
Freezing point lowered in air: 9.79 K
Freezing point lowered at 1 atm O2: 21.4 K
Enrichment needed for 1 atm: 2.18
Frozen fraction at bubbling, mixed liquid: 0.551
Same, equilibrated solid: 0.556
Largest k for gas, equilibrated solid: 0.458
O2 released, open melt: 0.00438 O2/Ag
O2 released, equilibrated solid: 0.00433 O2/Ag
O2 released with k = 1: 0 O2/Ag
Liquid density: 9.3e+03 kg/m3
Molar volume of liquid: 11.6 cm3/mol
Hot gas volume / liquid metal volume: 38.3
Metal volume in example: 3.14 cm3
Hot gas volume in example: 120 cm3
Freezing shrinkage / liquid volume: 0.05
Melt depth and radius, each: 10 mm
Skin thickness: 1 mm
Assumed rim shear strength: 1 MPa
Skin overpressure at failure: 1.97 atm
Total pressure at failure: 2.97 atm
Frozen fraction at failure: 0.743
O2 shed at once: 0.00186 O2/Ag
Share of all released O2 shed at once: 42.6 %
Sudden hot gas / metal volume: 16.3
Gas held in cavity before failure: 0.29 % of total
Upper speed of expelled liquid: 6.56 m/s
Upper height of expelled liquid: 2.19 m
Rigid-shell pressure: 193 atm
Rim stress for rigid shell: 97.4 MPa
Freezing time: 10 s
Oxygen diffusivity, liquid: 1e-08 m2/s
Oxygen diffusivity, solid: 3e-09 m2/s
Front speed: 1 mm/s
Unstirred pile-up layer: 10 um
Frozen thickness at 1 atm, unstirred: 6.17 um
Unstirred limiting O2 pressure: 336 atm
Diffusion length in solid: 0.173 mm
Skin leakage estimate: 0.0207 % of initial O
Open stagnant escape time: 4.05e+03 s
Gas-pocket radius: 20 um
Surface tension: 0.9 N/m
Capillary pressure: 0.888 atm
Frozen fraction with capillarity: 0.676
Weight pressure at bottom: 0.009 atm
Liquid solubility drift to 1 atm point: 2.51 %
Drift of k to 1 atm point: -10.2 %
```
